# Slab Surface Energies: Drift from the Bulk Reference and the Linear Fit

A surface energy from slab calculations is a small difference of large energies. This problem follows an error in the bulk energy through that difference, finds which bulk energy belongs to a set of slabs, and examines what a straight-line fit can and cannot repair.

Consider slabs of \(L\) identical layers with two equivalent surfaces, each of area \(A\) per surface cell. The slabs are stoichiometric and nonpolar, and their surface structure does not change with \(L\). All are computed with the same Hamiltonian, in-plane cell and in-plane set of \(k\)-points. Assume that their energies per surface cell obey

\[
E_L=Le+2\gamma A+\delta_L,\qquad \delta_L\to0\quad(L\to\infty). \tag{1}
\]

Here \(e\) is the bulk energy per layer in the numerical setting of the slabs, \(\gamma\) is the surface energy in that setting, and \(\delta_L\) is the residual interaction between the two surfaces.

## (a) What does an error in the bulk energy do?

**Question.** A separate bulk calculation gives \(e_{\rm ref}=e+\eta\). Find the apparent surface energy, and show where chemical potentials enter for a binary compound.

**Solution.** For a compound slab containing \(n\) atoms of each species, the surface excess is

\[
2\gamma A=E_{\rm slab}-n\mu_{\rm A}-n\mu_{\rm B}.
\]

Equilibrium with the bulk compound requires \(\mu_{\rm A}+\mu_{\rm B}=E_{\rm pair}\), the bulk energy per formula unit. The excess is therefore \(E_{\rm slab}-nE_{\rm pair}\): the separate chemical potentials cancel, but an error in their sum is multiplied by \(n\). (Vibrational and pressure terms are neglected.)

Counting by layers, the apparent surface energy is

\[
\gamma_L=\frac{E_L-Le_{\rm ref}}{2A}.
\]

Inserting (1) and \(e_{\rm ref}=e+\eta\) gives

\[
\gamma_L=\frac{Le+2\gamma A+\delta_L-Le-L\eta}{2A}
=\gamma-\frac{L\eta}{2A}+\frac{\delta_L}{2A}. \tag{2}
\]

The last term vanishes for thick slabs, while the second grows without limit for any fixed \(\eta\ne0\). A reference that is too high makes \(\gamma_L\) fall; one that is too low makes it rise. The factor 2 appears because the error is shared between two surfaces. In the limit of large thickness the physical finite-size error disappears, but the reference error is magnified. The approach need not be steady: adding a single layer can increase \(|\delta_L|\), as the metallic chain in (e) shows.

## (b) Which bulk energy belongs to the slabs?

**Question.** Take a simple cubic crystal with site energies alternating between \(+\Delta\) and \(-\Delta\), nearest-neighbour hopping \(-t\), and one electron per atom, with \(t,\Delta>0\). The energy is the band energy, including spin. Find the energy of a (001) slab and the corresponding bulk energy.

**Solution.** Lengths in the phases are measured in lattice spacings. Each layer of the in-plane cell contains two atoms, one of each kind, so the slab consists of two vertical columns. At in-plane wavevector \(\mathbf k\), the four in-plane neighbours couple the columns by

\[
\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y).
\]

Write \(H=S+T\), where \(S\) contains the site energies \(s_i\Delta\), \(s_i=\pm1\), and \(T\) the hopping. Hopping connects sites of opposite sign, so

\[
(ST+TS)_{ij}=\Delta(s_i+s_j)T_{ij}=0,\qquad S^2=\Delta^2.
\]

If \(Tu=\tau u\), then \(T(Su)=-STu=-\tau Su\). For \(\tau\ne0\), the normalized vectors \(u\) and \(Su/\Delta\) are orthogonal, and in their plane

\[
H=\begin{pmatrix}\tau&\Delta\\ \Delta&-\tau\end{pmatrix},
\qquad E=\pm\sqrt{\Delta^2+\tau^2}.
\]

In the null space of \(T\), \(H=S\) has eigenvalues \(\pm\Delta\). They occur equally often, because the trace of \(S\) vanishes both in the whole space and in each plane above. Half of the \(2L\) levels are thus negative at every \(\mathbf k\), and these are the filled ones.

The eigenvalues of \(T\) follow from symmetric and antisymmetric combinations of the columns. Along an open column the waves \(\sin(l\theta_j)\) must vanish at \(l=0\) and \(l=L+1\), so

\[
\tau=\pm\varepsilon_{\mathbf k}-2t\cos\theta_j,\qquad
\theta_j=\frac{j\pi}{L+1},\quad j=1,\ldots,L.
\]

Since \(\theta_j\to\pi-\theta_j\) maps the set of angles onto itself, the two signs give the same set of \(\tau^2\). Define

\[
g_{\mathbf k}(\theta)=\sqrt{\Delta^2+(\varepsilon_{\mathbf k}-2t\cos\theta)^2}.
\]

The filled levels for one spin sum to \(-\sum_jg_{\mathbf k}(\theta_j)\). Two spins double this; passing from the two-atom cell to a cell with one atom per layer halves it. Hence

\[
E_L=-\left\langle\sum_{j=1}^{L}g_{\mathbf k}(\theta_j)\right\rangle_{\mathbf k}, \tag{3}
\]

where the brackets average over the in-plane mesh. In the periodic crystal \(\theta\) becomes the continuous variable \(k_z\), and

\[
e=-\langle\bar g_{\mathbf k}\rangle_{\mathbf k},\qquad
\bar g_{\mathbf k}=\frac1{2\pi}\int_0^{2\pi}g_{\mathbf k}(\theta)\,d\theta. \tag{4}
\]

As \(L\) grows, the allowed \(\theta_j\) become dense, but the in-plane mesh stays as it was. The matching bulk energy therefore has the slabs' in-plane mesh and a converged \(k_z\) integral. A bulk energy converged in all three directions differs from it whenever the slabs' in-plane mesh is not converged.

## (c) What is the surface energy of this model?

**Question.** Bring (3) into the form (1), and find how fast the residual decays when the mesh contains points with \(\varepsilon_{\mathbf k}=0\).

**Solution.** Let \(M=2(L+1)\), so that \(\theta_j=2\pi j/M\). Because \(g\) is even and has period \(2\pi\), the sum around the full circle is

\[
\sum_{j=0}^{M-1}g(\theta_j)=g(0)+g(\pi)+2\sum_{j=1}^{L}g(\theta_j). \tag{5}
\]

Expand \(g=\bar g+2\sum_{m\ge1}c_m\cos m\theta\), with \(c_m=(2\pi)^{-1}\int_0^{2\pi}g\,e^{im\theta}d\theta\). On the \(M\) points, \(\cos m\theta_j\) sums to \(M\) if \(m\) is a multiple of \(M\), and to zero otherwise. The left side of (5) is therefore \(M\bar g+2M\sum_{r\ge1}c_{rM}\), and

\[
\sum_{j=1}^{L}g(\theta_j)=(L+1)\bar g-\frac{g(0)+g(\pi)}2
+M\sum_{r\ge1}c_{rM}.
\]

Changing the sign and averaging over \(\mathbf k\) gives

\[
2\gamma A=\left\langle\frac{g_{\mathbf k}(0)+g_{\mathbf k}(\pi)}2-\bar g_{\mathbf k}\right\rangle_{\mathbf k},
\qquad
\delta_L=-M\sum_{r\ge1}\langle c_{rM}\rangle_{\mathbf k}. \tag{6}
\]

The decay of \(c_m\) is set by the branch points of \(g\) in the complex plane, where \(\cos\theta=(\varepsilon_{\mathbf k}\pm i\Delta)/2t\). For \(\theta=\alpha+i\beta\),

\[
|\cos\theta-1|+|\cos\theta+1|=2\cosh\beta.
\]

At fixed imaginary part of \(\cos\theta\), this sum of distances is smallest when the real part is zero. The slowest decay thus belongs to \(\varepsilon_{\mathbf k}=0\), with branch points in the upper half-plane at \(\pi/2+iy\) and \(3\pi/2+iy\), where

\[
\sinh y=\frac{\Delta}{2t}.
\]

At a distance \(s\) above such a point, \(g^2\simeq-4t^2s\sinh2y\), so \(g\simeq\pm2it\sqrt{s\sinh2y}\) on the right and left of the cut. Moving the contour upward and around one cut gives

\[
i\int_0^\infty4it\sqrt{s\sinh2y}\;e^{im\theta_0-ms}ds
=-2t\sqrt{\pi\sinh2y}\;m^{-3/2}e^{im\theta_0},
\]

with \(\theta_0\) the branch point. For even \(m\) the two cuts contribute equally, with phase \((-1)^{m/2}\). Dividing their sum by \(2\pi\) gives \(c_m\). If a fraction \(f\) of the mesh points has \(\varepsilon_{\mathbf k}=0\), the \(r=1\) term of (6) yields

\[
\delta_L\simeq(-1)^{L+1}\frac{2ft}{\sqrt\pi}\sqrt{\sinh2y}\;
\frac{e^{-2(L+1)y}}{\sqrt{2(L+1)}}. \tag{7}
\]

This is a leading large-\(L\) result for a fixed mesh. On a denser mesh, points with small nonzero \(\varepsilon_{\mathbf k}\) decay almost as slowly, and (7) becomes accurate only at much larger \(L\). A larger \(\Delta/t\) makes the surfaces decouple over fewer layers. As \(\Delta\to0\), \(y\to0\) and the exponential protection disappears.

## (d) What does a linear fit return?

**Question.** Fit \(p\) slab energies by \(a+bL\) with equal weights. Express the errors of the intercept and slope through \(\delta_L\).

**Solution.** Let \(\bar L\) and \(\bar E\) be the means over the fitted points and \(Q=\sum_i(L_i-\bar L)^2\). Setting the derivatives of \(\sum_i(E_i-a-bL_i)^2\) to zero gives

\[
b=\frac1Q\sum_i(L_i-\bar L)E_i,\qquad a=\bar E-b\bar L.
\]

Thus \(a=\sum_iw_iE_i\), with

\[
w_i=\frac1p-\frac{\bar L(L_i-\bar L)}Q. \tag{8}
\]

Since \(\sum_i(L_i-\bar L)=0\) and \(\sum_i(L_i-\bar L)L_i=Q\),

\[
\sum_iw_i=1,\qquad \sum_iw_iL_i=\bar L-\bar L=0.
\]

Inserting (1) then leaves

\[
a=2\gamma A+\sum_iw_i\delta_i,\qquad
b=e+\frac1Q\sum_i(L_i-\bar L)\delta_i. \tag{9}
\]

No separate bulk energy enters, so the term \(-L\eta/(2A)\) is absent. The slope supplies the bulk energy that belongs to the slabs.

The weights also show the price of extrapolating to \(L=0\). If the energies carry independent random errors of standard deviation \(\sigma\), the variance of the intercept is

\[
\sigma^2\sum_iw_i^2=\sigma^2\left(\frac1p+\frac{\bar L^2}{Q}\right),
\]

because the cross term vanishes. A narrow group of thick slabs has large \(\bar L^2/Q\) and amplifies such errors.

## (e) Does the intercept converge whenever \(\delta_L\to0\)?

**Question.** Find a sufficient condition for consecutive thicknesses. Then examine a half-filled metallic chain with hopping \(-t\) and no alternating site energy.

**Solution.** For \(p\ge2\) consecutive integers, \(Q=p(p^2-1)/12\) and \(|L_i-\bar L|\le(p-1)/2\). Equation (8) gives

\[
\sum_i|w_i|\le1+\frac{6\bar L}{p+1},\qquad
|a-2\gamma A|\le\left(1+\frac{6\bar L}{p+1}\right)\max_i|\delta_i|. \tag{10}
\]

For fixed \(p\), the condition \(L\delta_L\to0\) is sufficient; exponential decay satisfies it. For a window from \(L\) to \(2L\), \(p=L+1\) and \(\bar L=3L/2\), so the bracket is below 10 and \(\delta_L\to0\) is enough.

The chain shows that the distinction matters. With two spins, \(E_L=-2t\sum_j|\cos\theta_j|\). Put \(x=\pi/[2(L+1)]\), and use

\[
\sum_{j=1}^{n}\cos(2jx)=\frac{\sin[(2n+1)x]}{2\sin x}-\frac12 .
\]

The positive cosines number \(n=L/2\) for even \(L\) and \(n=(L-1)/2\) for odd \(L\). Then \((2n+1)x\) equals \(\pi/2\) or \(\pi/2-x\), respectively. Multiplying by \(-4t\), which includes the equal negative half, gives

\[
E_L=2t-\frac{2t}{\sin x}\ \ (L\ \text{even}),\qquad
E_L=2t-2t\cot x\ \ (L\ \text{odd}).
\]

Now \(1/\sin x=1/x+x/6+\cdots\), \(\cot x=1/x-x/3+\cdots\), and \(2t/x=4t(L+1)/\pi\). Hence \(e=-4t/\pi\) and \(\gamma A=t-2t/\pi\), where \(\gamma A\) means the energy per chain end. To leading order the residual is \(-\pi t/[6(L+1)]\) for even \(L\) and \(+\pi t/[3(L+1)]\) for odd \(L\), or

\[
\delta_L\simeq\frac{\pi t}{12(L+1)}-(-1)^L\frac{\pi t}{4(L+1)}. \tag{11}
\]

Fit four consecutive lengths, starting with an even one. The deviations from \(\bar L\) are \(-\tfrac32,-\tfrac12,\tfrac12,\tfrac32\), so \(Q=5\). Their sum with signs \(+,-,+,-\) is \(-2\). The alternating part of (11) shifts the slope by

\[
\left(-\frac25\right)\left(-\frac{\pi t}{4\bar L}\right)=\frac{\pi t}{10\bar L}.
\]

The intercept shifts by \(-\bar L\) times this, \(-\pi t/10\), and the energy per end by \(-\pi t/20\). The smooth part of (11) and the slow variation of the alternating amplitude change the intercept by terms of order \(1/L\). The bias therefore stays finite although every \(\delta_L\) tends to zero. It does not grow with \(L\), so the linear divergence is gone, but the answer is wrong. A window that widens with \(L\) cures this by (10).

## (f) How large are these effects in a worked case?

**Question.** Take \(t=\Delta=1\) eV and a layer spacing of 0.3 nm. Use a \(4\times4\) in-plane mesh displaced by half a step, with \(k_x,k_y=\pm\pi/4,\pm3\pi/4\). Compare three bulk references, carry out a fit, and identify the error that remains.

**Solution.** These are model parameters, not those of a named material. Ionic repulsion, relaxation and self-consistency are left out. The coarse mesh is deliberate.

The slab-consistent bulk energy is \(e=-2.364504\) eV per layer. A dense three-dimensional mesh gives \(-2.346288\) eV, so

\[
\eta=-2.346288+2.364504=0.018216\ \text{eV}.
\]

By (2), \(\gamma_LA\) drifts by \(-9.108\) meV per layer. At \(L=20\) this predicts

\[
0.15545-20(0.009108)=-0.02671\ \text{eV},
\]

in agreement with the value from direct diagonalization. The apparent surface energy has even become negative, as if cleaving this crystal released energy. The reference is a well-converged bulk energy; its fault is that it does not match the slabs.

A \(4\times4\times4\) bulk mesh with \(k_z=\pm\pi/4,\pm3\pi/4\) shares the in-plane points but has too few \(k_z\) points. It gives \(\eta=-24.259\) meV, and the apparent value rises to 0.39804 eV at \(L=20\). The sign depends on the offset: four points that include \(k_z=0\) give a positive \(\eta\) of similar size, and the apparent value then falls. With the matched in-plane mesh and converged \(k_z\), the values at \(L=12\), 16 and 20 are all 0.15545 eV.

The fit can be followed by hand with two slabs, \(E_{12}=-28.063150\) eV and \(E_{20}=-46.979181\) eV:

\[
b=\frac{-46.979181+28.063150}{8}=-2.364504\ \text{eV},
\]
\[
\gamma A=\frac{E_{12}-12b}{2}=0.15545\ \text{eV}.
\]

Least-squares fits over \(L=10\) to 16 and \(L=16\) to 22 give 0.155446 and 0.155448 eV; equation (6) gives 0.155448 eV. The surface energy for this mesh is

\[
\gamma=\frac{0.155448\times1.602\times10^{-19}\ \text{J}}{(0.3\times10^{-9}\ \text{m})^2}
=0.277\ \text{J/m}^2.
\]

The small bias reflects the rapid decay of \(\delta_L\). Half of the mesh points have \(\varepsilon_{\mathbf k}=0\), so \(f=1/2\), and \(y=0.48121\). Equation (7) then gives \(\delta_{12}\simeq-4.3\times10^{-7}\) eV, against \(-4.48\times10^{-7}\) eV from diagonalization. The ratio \(\delta_{14}/\delta_{12}\) is 0.1351 directly and 0.1358 asymptotically.

A fit with a \(12\times12\) in-plane mesh gives \(\gamma A=0.153135\) eV. The \(4\times4\) result is higher by 2.313 meV, or 1.5% of the denser-mesh value. This difference does not diverge with thickness, and adding more \(4\times4\) slabs to the fit cannot remove it. Convergence in thickness and convergence in \(k\)-points must be checked separately.

For the metallic chain with \(t=1\) eV, four-point fits starting at \(L=50\), 100 and 200 have biases of \(-0.149\), \(-0.153\) and \(-0.155\) eV per end, approaching \(-\pi/20=-0.157\) eV. That is a large part of the correct 0.363 eV. Windows from \(L\) to \(2L\) reduce the biases to 0.0032, 0.0017 and 0.0009 eV.

## (g) When does the argument fail?

**Question.** Which changes to the slabs spoil the straight line, or the meaning of its slope and intercept?

**Solution.** The first two changes below take the energies off a common line. The last two can leave a straight line, but its slope or intercept no longer has the meaning given in (1).

- If the in-plane mesh changes from slab to slab, \(e\) changes too. The energies then lie on different lines, and their differences contain errors proportional to \(L\).
- If the reconstruction changes with thickness, \(\gamma\) is not common to all points.
- If a polar slab keeps a uniform internal field, that field stores energy throughout its volume. The slope then includes field energy and is not the field-free bulk energy.
- If the two surfaces differ, the intercept gives the sum of their energies, and the fit cannot divide it between them.

A useful control is to compare the fitted slope with a bulk calculation that has the slabs' in-plane mesh and a converged \(k_z\) integral. The intercept should also remain stable when the window is moved to thicker slabs and when it is widened. Moving alone can mislead: in the chain of (e) a four-point window shifted by two layers keeps nearly the same wrong intercept, while a shift by one layer reverses the sign of the bias. The numerical output lists selected slab energies and the results of the least-squares fits.

## Computed values

```
hopping t = 1.0 eV; site energy Delta = 1.0 eV
layer spacing = 0.3 nm
slab in-plane mesh = 4 x 4
analytic slab-consistent e = -2.364504 eV/layer
bulk dense: e_ref = -2.346288 eV/layer
  eta = 18.216 meV/layer
  drift of gamma*A = -9.108 meV/layer
bulk 4x4x4: e_ref = -2.388763 eV/layer
  eta = -24.259 meV/layer
  drift of gamma*A = 12.129 meV/layer
bulk matched: e_ref = -2.364504 eV/layer
  eta = -0.000 meV/layer
  drift of gamma*A = 0.000 meV/layer
L, E_L, then gamma*A with dense, 4x4x4, matched bulk (all eV)
 4 -9.148810 0.11817 0.20312 0.15460
 8 -18.605160 0.08257 0.25247 0.15544
12 -28.063150 0.04615 0.30100 0.15545
16 -37.521166 0.00972 0.34952 0.15545
20 -46.979181 -0.02671 0.39804 0.15545
fit L=10..16: slope = -2.364504 eV/layer
  gamma*A = 0.155446 eV; bias = -2.04e-06 eV
fit L=16..22: slope = -2.364504 eV/layer
  gamma*A = 0.155448 eV; bias = -7.11e-09 eV
analytic gamma*A, 4x4 mesh = 0.155448 eV
analytic gamma, 4x4 mesh = 0.2767 J/m^2
fit gamma*A, 12x12 mesh = 0.153135 eV
remaining 4x4 mesh error = 2.313 meV/cell
decay parameter y = 0.48121 (dimensionless)
delta_12 = -4.480e-07 eV; delta_14 = -6.054e-08 eV
delta_14/delta_12: direct 0.1351, asymptotic 0.1358
metal chain: exact gamma*A = 0.363380 eV
metal four-point bias limit = -0.15708 eV
metal: start L, four-point bias, L-to-2L bias (eV)
 50 -0.14941 0.00316
100 -0.15307 0.00171
200 -0.15503 0.00089
```
